# How a one-degree twist turns the moire pattern of graphene

## The problem

Graphene lies on a hexagonal substrate whose lattice constant is 1.8 per cent larger. When the axes of the two lattices are parallel, the axes of the moire lattice are parallel to them as well. Graphene is now turned by 1 degree. Show that the moire lattice turns by about 44 degrees relative to graphene, and find its period before and after the twist.

Take both lattices to be flat, rigid and unstrained. Let $a$ be the lattice constant of graphene and $ma$ that of the substrate, with $m=1+\delta$ and $\delta=0.018$. Graphene is turned counterclockwise by $\theta$ relative to the substrate. For the lengths use the chosen input $a=0.246$ nm; the lattice constant of graphene is about 0.25 nm.

## Hints

1. Work in a frame fixed to graphene. In which direction is the substrate turned in this frame?
2. Write a vector $(x,y)$ as the complex number $x+iy$. Multiplication by one complex number then does a rotation and an enlargement together.
3. The moire pattern shows how the two lattices sit on each other from place to place. At what displacement from a coincidence point is a point again at the same position within a graphene cell and within a substrate cell?
4. After solving for the moire vector, make its denominator real. The direction can then be read off without a doubtful sign.
5. A hexagonal lattice looks the same after a turn of 60 degrees. What must be added to the words "turns by 44 degrees" to give them a definite meaning?

## Full solution

### The two lattices

In the frame of graphene the substrate is turned clockwise, by $-\theta$. If $A$ is any lattice vector of graphene, written as a complex number, the corresponding substrate vector is

$$
sA,\qquad s=m\,e^{-i\theta}.
$$

The factor $m$ enlarges and the factor $e^{-i\theta}$ turns. Put the origin where a lattice point of graphene lies on a lattice point of the substrate.

### The condition for a moire vector

Consider a point $z$ in the plane. Its position within a graphene cell is $z$, up to a graphene lattice vector. To compare this with its position within a substrate cell, undo the enlargement and rotation of the substrate: the second position is $z/s$, again up to a graphene lattice vector.

At the origin the two positions agree. They agree again at $z=L$ if $L$ and $L/s$ differ by a lattice vector $A$:

$$
L-\frac{L}{s}=A .
$$

This defines the moire vectors. It is a condition on the registry, meaning the local placement of one lattice on the other, and it does not require two atoms to coincide at $L$. Suppose that the common position within the cells is $c$. The nearby graphene point is then at $L-c$ and its substrate partner at $L-sc$. They are separated by $|s-1||c|$, which is much smaller than a cell when twist and mismatch are small. The moire can therefore repeat even when the combined atomic structure has no exact period.

Since $1/s=e^{i\theta}/m$, the condition gives

$$
L\left(1-\frac{e^{i\theta}}{m}\right)=A,
\qquad
L=\frac{m}{m-e^{i\theta}}\,A .
$$

Every graphene vector $A$ is multiplied by the same complex number. The moire lattice is thus a turned and enlarged copy of the graphene lattice, and it is hexagonal.

### Direction and period

Multiply numerator and denominator by the complex conjugate of the denominator,

$$
m-e^{-i\theta}=(m-\cos\theta)+i\sin\theta .
$$

The denominator becomes

$$
\begin{aligned}
D&=(m-\cos\theta)^2+\sin^2\theta\\
&=m^2-2m\cos\theta+1\\
&=(m-1)^2+2m(1-\cos\theta)\\
&=\delta^2+2m(1-\cos\theta),
\end{aligned}
$$

where the second line uses $\cos^2\theta+\sin^2\theta=1$. The moire vector is

$$
L=\frac{m}{D}\left[(m-\cos\theta)+i\sin\theta\right]A .
$$

The angle from $A$ to $L$ is the argument of the bracket:

$$
\boxed{\tan\varphi=\frac{\sin\theta}{1+\delta-\cos\theta}}
$$

For small positive $\theta$ both parts of the bracket are positive, so $\varphi$ is positive. The moire turns in the same sense as graphene was turned.

The modulus of the bracket is $\sqrt D$. With $|A|=a$, the shortest moire vectors have the length

$$
\lambda=\frac{m}{D}\sqrt D\,a=\frac{ma}{\sqrt D}.
$$

### The numbers

For $\theta=1^\circ=0.017453$ rad, $\sin\theta=0.017452$ and $\cos\theta=0.999848$. Hence

$$
\tan\varphi=\frac{0.017452}{1.018-0.999848}
=\frac{0.017452}{0.018152}=0.9614,
$$

$$
\varphi=43.87^\circ\approx44^\circ .
$$

This is the required rotation relative to graphene. The substrate axes lie at $-\theta$ in the same frame, so the rotation relative to the substrate is $\varphi+\theta=44.87^\circ$.

For the period, $D=6.3409\times10^{-4}$ and $\sqrt D=0.025181$, so

$$
\lambda=\frac{1.018\times0.246\ \text{nm}}{0.025181}=9.95\ \text{nm}.
$$

Before the twist $D=\delta^2$, and the period was

$$
\lambda_0=\frac{ma}{\delta}
=\frac{1.018\times0.246\ \text{nm}}{0.018}=13.9\ \text{nm}.
$$

The twist both turns the moire and shortens its period.

### Why the angle is so large

For a small twist, $\sin\theta\approx\theta$ and $\cos\theta\approx1$, with $\theta$ in radians. Then

$$
\tan\varphi\approx\frac{\theta}{\delta}.
$$

At a distance $r$ from the origin, the mismatch shifts the two lattices relative to each other by about $\delta r$ along the radius. The twist shifts them by about $\theta r$ at right angles to the radius. The direction of the moire depends on the ratio of these two small shifts. Here they are nearly equal, 0.018 and 0.017453, so the angle is near 45 degrees. The approximate formula gives $44.12^\circ$, a quarter of a degree above the full result.

### Which 44 degrees?

A hexagonal lattice turned by $43.87^\circ$ looks the same as one turned by

$$
43.87^\circ-60^\circ=-16.13^\circ .
$$

In a single image, the moire axis nearest to a given graphene axis is therefore about 16 degrees away, on the clockwise side. The value 44 degrees describes the rotation followed from alignment. The formula gives this path:

| Twist (degrees) | Moire rotation (degrees) |
|---:|---:|
| 0 | 0 |
| 0.2 | 10.97 |
| 0.4 | 21.17 |
| 0.6 | 30.11 |
| 0.8 | 37.65 |
| 1.0 | 43.87 |

There is no jump along the way. Since $m>1\ge\cos\theta$, the real part $m-\cos\theta$ stays positive, and $\varphi$ changes continuously without leaving the range from $-90^\circ$ to $90^\circ$. It does not keep growing: it reaches its largest value, about $79.2^\circ$, at a twist of $10.8^\circ$, where $m\cos\theta=1$, and then decreases. The formulas for $\varphi$ and $\lambda$ describe the moire of longest period only for $|\theta|<30^\circ$. For a larger twist, first reduce $\theta$ by a multiple of $60^\circ$, since each hexagonal lattice looks the same after such a turn.

### The same result in a diffraction pattern

Let $g$ be a shortest reciprocal vector of graphene, again written as a complex number. The corresponding substrate vector is shorter by the factor $m$ and turned by $-\theta$, so $g_s=g e^{-i\theta}/m$. The moire wave vector is the difference

$$
K=g-g_s=\frac{g}{m}\left(m-e^{-i\theta}\right)
=\frac{g}{m}\left[(m-\cos\theta)+i\sin\theta\right].
$$

The bracket is the one found in real space. The moire wave vectors are turned from those of graphene by the same angle $\varphi$.

### What a real sample changes

The chosen mismatch and lattice constant are rough values for graphene on hexagonal boron nitride. A real layer can be strained and can relax, and its mismatch depends on temperature. The following estimates keep the nominal twist at 1 degree.

**Temperature.** Take a rough difference of $3\times10^{-6}$ per kelvin between the in-plane expansion coefficients, and a temperature change of 300 K. The mismatch changes by $9\times10^{-4}$. If it increases from 0.0180 to 0.0189, the formula gives a moire angle smaller by roughly $1.4^\circ$.

**Uniaxial strain.** Stretch graphene by 0.1 per cent along one axis and let it contract sideways with a Poisson ratio of 0.16. One complex factor no longer describes the deformation, so matrices are needed. Let $F$ be the deformation of graphene and $M$ the matrix that enlarges by $m$ and turns by $-\theta$. The positions within the two cells are now $F^{-1}\mathbf r$ and $M^{-1}\mathbf r$, and the moire vectors obey

$$
(F^{-1}-M^{-1})\mathbf L=\mathbf A,
$$

where $\mathbf A$ is an unstrained graphene vector. I solved this equation numerically for strain axes 5 degrees apart and compared three moire vectors, 60 degrees apart before the strain, with their unstrained values. The largest turn was $2.0^\circ$ and the largest change of length 3.7 per cent. The strain is small, but it must be compared with the small difference between the two lattices, $\sqrt D/m\approx0.025$. The strained moire is in general not a regular hexagonal lattice, and one angle no longer describes it fully.

**Relaxation within the moire cell.** The substrate pulls graphene towards favourable registries. For an estimate, let the energy of a graphene cell at $\mathbf r$ be $2w\sum_j\cos(\mathbf G_j\cdot\mathbf r)$, with three substrate reciprocal vectors 60 degrees apart. The sum of cosines runs from $-3/2$ to $3$, so the energy spans $9w$. Set this span to a rough 20 meV. This form treats the two sites of the substrate cell as equal, which boron and nitrogen are not. A common phase in the cosines allows for the difference; at the same span it hardly changes the largest displacement found below. The force is

$$
\mathbf f=2w\sum_j\mathbf G_j\sin(\mathbf G_j\cdot\mathbf r).
$$

A displacement $\mathbf u$ with wave number $K$ meets an elastic restoring force of about $\mu K^2\mathbf u$ per area, where $\mu$ is the shear modulus in two dimensions. Balancing the forces on one cell of area $\sqrt3a^2/2$ gives

$$
\mathbf u\approx\frac{\mathbf f}{(\sqrt3a^2/2)\,\mu K^2},
\qquad K=\frac{4\pi}{\sqrt3\,\lambda}.
$$

With a rough $\mu=1000$ eV/nm$^2$, evaluating the force at the undisplaced lattice points within 45 nm of the origin gives a largest displacement of about 0.008 nm. The corresponding strain scale $Ku$ is about 0.6 per cent. This is a first-order estimate that uses the shear stiffness for every direction of displacement. Graphene resists compression more strongly than shear, so the estimate is too large. With both elastic constants (Poisson ratio 0.16) and the force taken at the displaced positions, the same model gives a largest displacement of about 0.006 nm and a largest principal strain of about 0.3 per cent.

Such relaxation changes the appearance of each moire cell, but it need not turn the moire lattice. The force depends on the local registry, which repeats from one moire cell to the next. If the displacement repeats in the same way, adding it to the registry leaves the moire vectors unchanged. A rotation or a uniform stretch of the whole flake is different: it changes $\theta$ or $\delta$, and the final values must then be put into the formula. In this model a free flake held at 1 degree expands uniformly by about 0.009 per cent, which raises the moire angle by about $0.14^\circ$.

## Variation 1: how accurately must the twist be known?

**Question.** The mismatch is fixed at 0.018, but the twist is known only to within 0.05 degree. How uncertain is the moire angle?

**Solution.** Write $\tan\varphi=S/C$ with $S=\sin\theta$ and $C=m-\cos\theta$. Differentiating the arctangent gives

$$
\frac{d\varphi}{d\theta}
=\frac{C\,dS/d\theta-S\,dC/d\theta}{C^2+S^2}.
$$

Here $dS/d\theta=\cos\theta$, $dC/d\theta=\sin\theta$ and $C^2+S^2=D$. Therefore

$$
\frac{d\varphi}{d\theta}
=\frac{(m-\cos\theta)\cos\theta-\sin^2\theta}{D}
=\frac{m\cos\theta-1}{D}.
$$

At alignment this is $\delta/\delta^2=1/\delta=55.6$. At 1 degree it has fallen to 28.1: a small extra twist turns the moire by about 28 times as much. Putting the two end values of the twist into the full formula gives

$$
\theta=1.05^\circ:\ \Delta\varphi=+1.37^\circ,
\qquad
\theta=0.95^\circ:\ \Delta\varphi=-1.44^\circ .
$$

The two shifts differ in size because the magnification decreases as the twist grows.

At fixed twist the mismatch matters too. Now $S$ is constant and $dC/d\delta=1$, so

$$
\frac{\partial\varphi}{\partial\delta}=-\frac{\sin\theta}{D}.
$$

At a twist of 1 degree this slope is $-1.58^\circ$ per 0.001 of mismatch. The slope weakens as the mismatch grows, so an actual increase from 0.018 to 0.019 lowers the moire angle by about $1.53^\circ$. A moire image can thus reveal a small twist, provided that mismatch and strain are known well enough.

## Variation 2: two lattices with equal spacing

**Question.** Replace the substrate by a lattice with the same spacing as graphene. What are the moire angle and period for a small positive twist?

**Solution.** Set $\delta=0$, so that $m=1$. The half-angle formulas give

$$
\tan\varphi=\frac{\sin\theta}{1-\cos\theta}
=\frac{2\sin(\theta/2)\cos(\theta/2)}{2\sin^2(\theta/2)}
=\cot\frac{\theta}{2}.
$$

Since $\cot x=\tan(90^\circ-x)$,

$$
\varphi=90^\circ-\frac{\theta}{2}.
$$

Also $D=2(1-\cos\theta)=4\sin^2(\theta/2)$, and hence

$$
\lambda=\frac{a}{2\sin(\theta/2)} .
$$

For a twist of 1 degree the angle is $89.5^\circ$, which the 60 degree symmetry makes equivalent to $29.5^\circ$. The moire now hardly turns as the twist changes; it mainly changes its period.

This case also shows where the description by continuous rotation fails. As $\theta$ goes to zero the period grows without limit, and at alignment there is no moire lattice from which a rotation could start. With a nonzero mismatch the aligned period is finite, and that is what gives the 44 degrees of the original problem a definite starting point.

Numbers in the example were calculated in double precision.
